What does a steady Soret profile say about solute diffusivity?

**Question**

I am planning a thermomigration experiment on a 5 mm bar of solid lead containing a trace of gold. One end is held at 550 K and the other at 450 K. The gold starts out uniform, no gold can enter or leave, and I expect it to collect at the cold end. After a long wait I would section the bar and measure the gold content along it.

My idea was to obtain the diffusivity D of gold from the final profile. The temperature gradient pushes the atoms, and atoms that diffuse faster should be pushed further, so a larger D should give a stronger final segregation. But diffusion also smooths out concentration differences, which suggests the opposite. If D were four times larger and nothing else changed, what would happen to the final profile? And which part of the experiment would tell me D?

**Answer**

Both of your arguments are right about a flux, and the final profile is the state in which the two fluxes cancel. What matters is how each of them depends on D, so I start from the flux law.

**The flux law**

Let c(x,t) be the fraction of available sites occupied by gold, with x running from the hot end, x = 0, to the cold end, x = L. I assume a dilute, ideal solution in a single solid phase. I also take the temperature T(x) to be steady and unaffected by the gold.

The thermodynamic force on one solute atom, along x, is

F = −(dμ/dx)_T − (Q*/T) dT/dx.

The first term is the gradient of the chemical potential μ taken at constant temperature. The second defines the heat of transport Q*, an energy per atom. With this sign, a positive Q* gives a force toward lower temperature.

For a dilute ideal solution μ = μ₀(T) + kT ln c, so the gradient at constant T is

(dμ/dx)_T = (kT/c) dc/dx.

The mean drift velocity is mobility times force, and the Einstein relation gives the mobility as D/(kT). Multiplying the velocity by c gives the flux

J = c (D/kT) F = −D [dc/dx + a c], with a(x) = (Q*/kT²) dT/dx.   (1)

This J is a fraction times a velocity. Multiplying it by the number of sites per volume would give atoms per area and time.

The same D stands in front of both terms. That is partly a matter of definition, because Q* is defined through the ratio of the thermal response to the mobility. The physical content lies in what "D four times larger and nothing else changed" means. I take it to mean that every jump rate of the solute is multiplied by the same number. Both the smoothing and the thermal drift then grow by that number, and Q* stays as it was. A different reading of the phrase is treated further down.

**The final profile**

Conservation of solute reads

∂c/∂t = −∂J/∂x.   (2)

In a steady state the left side is zero, so J has the same value everywhere. No gold passes the ends, so that value is zero. Since D is positive, equation (1) can be divided by −D, and then by c:

(1/c) dc/dx = −(Q*/kT²) dT/dx.   (3)

D has dropped out. Because d(1/T)/dx = −(1/T²) dT/dx, the right side equals (Q*/k) d(1/T)/dx. For constant Q*, integration gives

c_s(x) = A exp[Q*/(kT(x))].   (4)

The constant A follows from the amount of gold. If the initial uniform fraction is c₀, then

A = c₀L / ∫₀ᴸ exp[Q*/(kT(x))] dx,

which contains no D either. The ratio between the ends is given by

ln(c_cold/c_hot) = (Q*/k)(1/T_cold − 1/T_hot).   (5)

So the answer to your first question is that a fourfold D leaves the final profile unchanged. The steady profile measures Q*.

The division by D was done point by point, so D may vary along the bar, as it must when the temperature does. It may also depend on c, provided the solution stays thermodynamically ideal. I checked this by solving the time-dependent equation numerically up to its steady state. In one case D was multiplied by 1 + 0.8 sin(7x/L), in another by 1 + 2c/c₀. The final profiles agreed with (4) to within a relative 10⁻⁶ and 10⁻⁵.

**Numbers for your bar**

I use D = D₀ exp(−E/kT) with D₀ = 0.01 cm²/s and E = 0.44 eV, which are rough typical values for gold in lead. For the heat of transport I choose the round value Q* = 0.20 eV; it is not a measured one. The temperature falls linearly along the bar, and k = 8.617×10⁻⁵ eV/K. Equation (5) gives

1/450 − 1/550 = 4.040×10⁻⁴ K⁻¹,
ln(c_cold/c_hot) = 0.20 × 4.040×10⁻⁴ / 8.617×10⁻⁵ = 0.938,
c_cold/c_hot = 2.55.

Relative to the initial fraction, the final content is 0.62 at the hot end, 0.95 in the middle and 1.59 at the cold end. The middle lies below 1 because (4) is a convex function of x here, and a convex function has a midpoint value below its mean.

For a small temperature difference ΔT around a middle temperature T_m, (5) reduces to Q*ΔT/(kT_m²). With ΔT = 100 K and T_m = 500 K this is 0.928, about 1% below the full value. A negative Q* would collect the gold at the hot end, and Q* = 0 would leave it uniform.

**Where D does appear: the time**

Suppose c₁(x,t) solves (1) and (2) with diffusivity D. Try

c_λ(x,t) = c₁(x,λt)   (6)

for the diffusivity λD. The time derivative of c_λ is λ times that of c₁, taken at time λt. The right side of (2) is also multiplied by λ, because J is proportional to D. The initial profile and the closed ends are the same for both. So (6) is the solution: the bar passes through the same sequence of profiles, λ times faster.

As a test, I solved the case 4D by a second numerical method and compared it at time t with the original case at time 4t, for t equal to one eighth of the original relaxation time. The largest relative difference was 2×10⁻⁶.

It remains to show that the bar does approach c_s. Write c = c_s u. Since dc_s/dx = −a c_s, the bracket in (1) becomes

dc/dx + a c = u dc_s/dx + c_s ∂u/∂x + a c_s u = c_s ∂u/∂x.

Equation (2) then reads

c_s ∂u/∂t = ∂/∂x (D c_s ∂u/∂x).

Let v = u − 1, the relative deviation from the final profile. It obeys the same equation. Multiply by v, integrate over the bar, and integrate the right side by parts. The boundary term is zero because J is zero at the ends:

d/dt ∫ ½ c_s v² dx = −∫ D c_s (∂v/∂x)² dx.   (7)

The right side is negative unless v is uniform. A uniform v other than zero is excluded, because the amount of gold is fixed and therefore ∫ c_s v dx = 0. For a D that depends on position alone, define

r = minimum of ∫ D c_s (dv/dx)² dx / ∫ c_s v² dx, over all v with ∫ c_s v dx = 0.   (8)

In a finite bar with D and c_s bounded away from zero, r is positive. The integral of c_s v² then decays at least as fast as exp(−2rt), and v itself, in this mean-square sense, as exp(−rt). I call τ = 1/r the relaxation time. Multiplying D by λ multiplies r by λ and leaves c_s alone.

For your bar, with the temperatures, Q* and length held fixed, the computed values are:

D × 0.25: τ = 87 h; cold/hot ratio 1.43 after 24 h, 2.55 finally.
D × 1: τ = 21.7 h; ratio 1.99 after 24 h, 2.55 finally.
D × 4: τ = 5.4 h; ratio 2.53 after 24 h, 2.55 finally.

The column at 24 h looks like evidence that faster diffusers segregate more strongly. It shows three stages of the same approach to the same end state. The logarithm of the ratio reaches 95% of its final value after 241 h, 60 h and 15 h, which is about 2.8τ in each case, as (6) requires.

Reading the profile too early also spoils the quantity that it can measure. If the ratio 1.99 found after 24 h with the original D is put into (5) as if it were final, the result is

Q* = k ln(1.99) / (4.040×10⁻⁴ K⁻¹) ≈ 0.147 eV,

which is 27% below the value of 0.20 eV that went in.

**An estimate of the relaxation time**

If D and a are treated as constants, the rates can be found in closed form. Differentiate (1) with respect to time and replace ∂c/∂t by −∂J/∂x:

∂J/∂t = −D(∂/∂x + a) ∂c/∂t = D(∂²J/∂x² + a ∂J/∂x), with J = 0 at both ends.

Try J = exp(−rt) exp(−ax/2) w(x). The first derivative of exp(−ax/2)w is exp(−ax/2)(w′ − aw/2), and the second is exp(−ax/2)(w″ − aw′ + a²w/4). In the sum the terms with w′ cancel, leaving

−r w = D(w″ − a²w/4).

The ends require w = sin(nπx/L) with n = 1, 2, 3, …, so

r_n = D(n²π²/L² + a²/4).   (9)

With D and a constant, thermal drift speeds up the relaxation through a², whichever way it points, and the whole rate is proportional to D. In your bar a varies with position, and the two directions of drift are then no longer exactly equivalent: reversing the sign of Q* changes the computed τ from 21.7 h to 20.9 h. For positive Q* the variation of a almost cancels the speed-up: τ is 21.8 h with no drift at all, and 21.9 h for Q* = 0.10 eV. The steady state itself has J = 0 and is not among these modes.

At the middle of your bar D = 3.67×10⁻⁷ cm²/s and aL = −0.928, so a²L²/4 = 0.215. With L = 0.5 cm,

τ ≈ 0.25 / [3.67×10⁻⁷ × (9.870 + 0.215)] s ≈ 6.75×10⁴ s ≈ 19 h.

The value computed with the full temperature dependence is 21.7 h, so the estimate is about 14% low. That is reasonable for a bar in which D falls from 9.3×10⁻⁷ cm²/s at the hot end to 1.2×10⁻⁷ cm²/s at the cold end. Replacing D in (8) by its largest or smallest value gives firm limits on τ, which are 7.5 h and 60 h when rounded outward.

The length enters in a similar way. With the end temperatures fixed and T a function of x/L, equations (1) and (2) written in x/L contain D and L in the combination D/L². A 10 mm bar therefore behaves like your bar with D × 0.25: it needs 241 h instead of 60 h to reach 95% of the same final log ratio.

**How to obtain D from the experiment**

At the start c is uniform, so dc/dx = 0 and (1) gives J = −D a c₀. This points toward the cold end, because a is negative. Near the middle of the bar this flux persists until the profile there has changed noticeably. The share of all the gold that has crossed the midplane by an early time t is therefore

J t/(c₀L) ≈ D|a|t/L,   (10)

with D and a taken at the middle. The distance √(Dt) must be much smaller than L/2, so that the ends are not yet felt.

At t = 0.217 h = 782 s, √(Dt) is about 0.17 mm, against a half-length of 2.5 mm. Equation (10) gives

(3.67×10⁻⁷/0.25) × 0.928 × 782 ≈ 1.07×10⁻³,

or 0.107% of the gold. The full numerical solution also gives 0.107%.

Since a is proportional to Q*, this early signal fixes the product DQ*. A solute with twice the D and half the Q* would again transfer 0.107% in that time. Its final ratio, however, would be 1.60 instead of 2.55, because halving Q* halves the logarithm in (5).

The early transfer, the final profile and the approach to it thus answer different questions. The final profile gives Q*. With Q* known, either the early transfer or the relaxation time gives D. One relaxation time is one number, so it fixes the scale D₀ if the activation energy E is already known; it does not fix both.

An early transfer of 0.1% would be hard to resolve by sectioning. For your bar I would measure profiles at several times between a few hours and a few days, using a separate bar for each if sectioning destroys it, and fit D and Q* together.

**When changing D does change the final profile**

The flux is often written with a separate thermodiffusion coefficient D_T:

J = −(D dc/dx + D_T c dT/dx).

Comparison with (1) shows that D_T = DQ*/(kT²). At zero flux,

d ln c/dx = −(D_T/D) dT/dx.

The ratio S_T = D_T/D = Q*/(kT²) is the Soret coefficient. If you double D while holding D_T fixed, S_T is halved, and the final ratio drops from 2.55 to 1.60. This is your second argument, stronger smoothing against an unchanged push. It is a legitimate comparison, but it describes a solute whose Q* has been halved, not one whose jumps have all become twice as fast. Replacing gold by another solute may change D and Q* together, and then the final profile changes because Q* did.

There is also a model in which the profile follows the variation of D along the bar. Let sites be spaced by b, and let an atom jump to each neighbouring site at a rate Γ set by the temperature of the site it leaves. The net number of jumps per time from site i to site i + 1 is

Γ_i c_i − Γ_{i+1} c_{i+1} ≈ −b d(Γc)/dx.

Multiplying by b turns this into the fraction flux, and with D = b²Γ,

J = −d(Dc)/dx = −D dc/dx − c dD/dx.

For D = D₀ exp(−E/kT) the derivative is dD/dx = D(E/kT²) dT/dx. Comparison with (1) gives Q* = E in this model. At zero flux Dc is uniform, so c_s is proportional to 1/D.

With E = 0.44 eV the final ratio would be D_hot/D_cold = 7.87. Even here a common factor in all jump rates cancels: the profile shows how D varies from place to place, but not how large it is. Other rules for the jump rate give other values of Q*, which is why I treat Q* as a separate quantity.

Finally, the cancellation needs zero total flux with both contributions proportional to D. Suppose the lead lattice itself drifts at a velocity V through the region you analyse. This adds a term Vc to J, and zero flux then requires

d ln c/dx = −a + V/D.

Now D remains in the steady profile, because the added term does not scale with it.

**How far a real lead bar departs from this**

The values of D₀ and E are rough, and Q* was chosen, so the ratio 2.55 is a property of the model and not a prediction for your bar. The sizes below also rest on rough or assumed inputs.

Lattice drift is the effect that would bring D back. I assume a lead self-diffusivity of (1 cm²/s) exp(−1.1 eV/kT) and a heat of transport of 0.5 eV for the lead atoms. Combining the drift at the hot end with the gold diffusivity at the cold end, which exaggerates the effect, changes the log ratio by about 0.001 out of 0.94.

The temperature gradient also produces a thermoelectric field. For an assumed large effective charge of 10 and a thermopower of 2 µV/K, its force acts like a shift of Q* by 10 × 2×10⁻⁶ × 500 ≈ 0.01 eV, up or down according to the signs. That is 5% of Q*. This force is multiplied by the same mobility, so D still cancels, but the profile then measures the combined value.

A real Q* may depend on temperature. Equation (3) then gives the log ratio as the integral of Q*/(kT²) over T from T_cold to T_hot. If Q* rises linearly from 20% below its middle value at the cold end to 20% above it at the hot end, the log ratio becomes 0.925 instead of 0.938.

A thermal conductivity that falls by 5% from the cold to the hot end shifts the middle temperature by about 0.6 K. This changes ln(c/c_hot) there by about 0.006 and leaves the end ratio (5) untouched. The temperature settles in about 0.1 s, so treating it as steady is safe.

The gold must stay dissolved. With a mean content of 1 ppm, the cold end reaches 1.6 ppm, roughly 60 times below a rough solubility of 100 ppm. At higher contents precipitation could set in at the cold end, and (4) would no longer describe the total gold found there. The hot part of the bar lies above the gold–lead eutectic temperature, roughly 485 K, so too much gold there causes partial melting instead, and the content the solid can hold falls toward zero as the melting point of lead is approached. The hot end is at about 0.92 of the melting temperature, so it can be raised by a few tens of kelvin at most. That still matters, because D rises steeply with temperature: heating both ends by 40 K would roughly halve the relaxation time. It would also lower the final log ratio to about 0.80 and bring the hot end within about 10 K of melting.

With these inputs, stopping after one day is a larger error than any of the effects sized here. The main computed values are in the numerical output below.

Calculated quantities

```
bar length: 5.0 mm
hot, middle, cold temperature: 550, 500, 450 K
rough diffusion prefactor: 0.010 cm2/s
rough activation energy: 0.44 eV
chosen heat of transport: 0.20 eV
mean solute site fraction: 1.0 ppm
D at hot end: 9.293e-07 cm2/s
D at middle: 3.673e-07 cm2/s
D at cold end: 1.181e-07 cm2/s
final log ratio cold/hot: 0.9377 (no unit)
final c/mean at hot end: 0.6224 (no unit)
final c/mean at middle: 0.9491 (no unit)
final c/mean at cold end: 1.5897 (no unit)
D factor 0.25: slowest relaxation time 86.89 h
  time to 95% of final log ratio: 240.81 h
  cold/hot ratio at 24 h: 1.4279; final: 2.5542
D factor 1.00: slowest relaxation time 21.72 h
  time to 95% of final log ratio: 60.20 h
  cold/hot ratio at 24 h: 1.9896; final: 2.5542
D factor 4.00: slowest relaxation time 5.43 h
  time to 95% of final log ratio: 15.05 h
  cold/hot ratio at 24 h: 2.5313; final: 2.5542
apparent Q from 24 h reading, factor 1: 0.1467 eV
relaxation time estimated with middle D: 18.75 h
relaxation time bounds: 7.55 to 59.40 h
largest time-scaling difference: 1.8e-06 (relative)
early time: 0.217 h
early transfer, computed: 0.1069 % of all solute
early transfer, formula: 0.1067 % of all solute
early transfer, 2D and Q/2: 0.1070 % of all solute
final ratio, 2D and Q/2 (or 2D, fixed D_T): 1.5982
hopping chain cold/hot ratio: 7.8697 (no unit)
D(hot)/D(cold): 7.8697 (no unit)
site-blocking change of log ratio: 9.7e-07 (no unit)
rough solubility / cold-end content: 63 (no unit)
thermal settling time: 0.11 s
lattice-drift change of log ratio, upper size: 1.4e-03
thermoelectric shift of Q, assumed charge 10: 0.010 eV
middle temperature shift from conductivity: 0.62 K
  resulting change of ln c at middle: 0.0058 (no unit)
log ratio if Q varies -20% cold to +20% hot: 0.9252
hot-end temperature / rough melting point: 0.92
```
